# Peak traction of an interface from the universal binding energy curve

## Problem

A metal line in a chip is bonded to a dielectric layer across a flat interface. The two faces are pulled apart along their normal, each kept rigid, so that one opening \(d\) describes the whole interface. It is measured from equilibrium, where \(d=0\). The energy per unit area follows the universal binding energy curve

\[
E(d)=-W\left(1+\frac{d}{l}\right)e^{-d/l},\qquad W>0,\quad l>0 .
\]

The energy is zero at infinite separation, and the traction \(T=dE/dd\) is positive in tension.

1. What do \(W\) and \(l\) mean physically?
2. What is the largest traction the interface can carry, in terms of \(W\) and \(l\)? Evaluate it for \(W=2\ \mathrm{J/m^2}\) and \(l=0.05\ \mathrm{nm}\).
3. In what sense is this traction a strength?
4. Which part of the answer would survive if the binding curve had another shape?

The two values are round model parameters and stand for no named material. The units suit interfaces, because \(1\ \mathrm{J/m^2}\) divided by \(1\ \mathrm{nm}\) is \(1\ \mathrm{GPa}\).

## A tempting solution

Near equilibrium the interface acts as a spring. Expanding the energy to second order in \(d/l\) gives

\[
E(d)\approx -W+\frac{W}{2l^2}\,d^2 ,
\]

so the stiffness per unit area is \(K=W/l^2\) and the traction is \(T=Kd\). Complete separation costs the work \(W\). The spring should therefore break when its stored energy reaches \(W\):

\[
\frac12\,\frac{W}{l^2}\,d_b^2=W
\quad\Longrightarrow\quad d_b=\sqrt2\,l,
\qquad
T_b=\frac{W}{l^2}\,d_b=\sqrt2\,\frac{W}{l}.
\]

With the given values, \(W/l=2/0.05=40\ \mathrm{GPa}\), and so \(T_b\approx 57\ \mathrm{GPa}\).

The stiffness is right, the total work is right and the units are right. The answer is nevertheless wrong.

## Where the argument fails

The fault is the use of \(T=Kd\) up to an opening of \(\sqrt2\,l\). To see how large the error is, differentiate the full curve with the product rule. The factor \(1+d/l\) has derivative \(1/l\), and the exponential has derivative \(-e^{-d/l}/l\):

\[
T(d)=-W\left[\frac1l\,e^{-d/l}-\frac1l\left(1+\frac dl\right)e^{-d/l}\right].
\]

Inside the bracket the two terms \(e^{-d/l}/l\) cancel. What remains is \(-(d/l^2)\,e^{-d/l}\), and the minus sign in front makes it positive:

\[
T(d)=\frac{W}{l^2}\,d\,e^{-d/l}. \tag{1}
\]

The spring law is this expression without its exponential. It therefore exceeds the true traction by the factor

\[
\frac{Kd}{T(d)}=e^{d/l}.
\]

The excess reaches 10% of the true traction at \(d=l\ln 1.1\approx0.095\,l\), which is about \(0.005\ \mathrm{nm}\) here. At the supposed breaking point \(d=\sqrt2\,l\), the factor is \(e^{\sqrt2}\approx4.1\).

The energy balance fails for the same reason. The work done in opening the interface from \(0\) to \(d\) is

\[
E(d)-E(0)=W\left[1-\left(1+\frac dl\right)e^{-d/l}\right]. \tag{2}
\]

At \(d=\sqrt2\,l\) this is about \(0.41\,W\), not \(W\). The tempting solution replaces the given curve by a different material law, in which the traction rises linearly and then drops at once to zero. That law has the same \(K\) and the same \(W\), but it has no attractive tail. All of its work must be done before the break, which forces the traction too high.

## Solution

**The two parameters.** At equilibrium \(E(0)=-W\). As \(d\to\infty\) the exponential falls faster than the linear factor grows, so \(E\to0\). The work needed to separate the faces completely is

\[
E(\infty)-E(0)=W .
\]

Thus \(W\) is the work of adhesion for rigid separation. If the new surfaces are afterwards allowed to relax, their energy can only fall or stay the same. The work counted from the same bonded state to the relaxed surfaces is then at most \(W\). Plastic dissipation in the adjoining layers is not part of \(W\) either.

For the meaning of \(l\), differentiate (1) once more. The factor \(d\) gives \(e^{-d/l}\), and the exponential gives \(-(d/l)\,e^{-d/l}\), so

\[
T'(d)=\frac{W}{l^2}\left(1-\frac dl\right)e^{-d/l}. \tag{3}
\]

At \(d=0\) this is the initial stiffness:

\[
K=E''(0)=T'(0)=\frac{W}{l^2},
\qquad\text{hence}\qquad
l=\sqrt{\frac{W}{K}} .
\]

The scaling length compares the depth of the energy well with its curvature. It is not the bond length, and the forces do not end at \(d=l\).

**The peak.** In (3) the factors \(W/l^2\) and \(e^{-d/l}\) are positive, so the sign of \(T'\) is the sign of \(1-d/l\). The traction rises for all \(d<l\) and falls for all \(d>l\). It therefore has one maximum, at \(d=l\), and this maximum is global. Substituting \(d=l\) into (1) gives

\[
T_{\max}=\frac{W}{l^2}\;l\;e^{-1},
\qquad\text{that is,}\qquad
T_{\max}=\frac{W}{e\,l}. \tag{4}
\]

The peak traction is the work of adhesion divided by Euler's number times the scaling length. Since \(W/l=\sqrt{W\cdot W/l^2}=\sqrt{WK}\), the same result reads

\[
T_{\max}=\frac{\sqrt{WK}}{e}.
\]

The two forms respond differently to an error in \(W\). At fixed \(l\), a small relative error in \(W\) passes unchanged into \(T_{\max}\). At fixed measured or computed stiffness \(K\), only half of it does, because \(l\) shifts along with \(W\).

**The numbers.** The stiffness is \(2/0.05^2=800\ \mathrm{GPa/nm}\), the peak lies at \(d=0.05\ \mathrm{nm}\), and

\[
T_{\max}=\frac{2}{2.718\times0.05}\ \mathrm{GPa}\approx14.7\ \mathrm{GPa}.
\]

In Hartree atomic units this is \(5.00\times10^{-4}\) hartree per cubic bohr. The tempting answer was larger by the factor \(\sqrt2\,e\approx3.8\). The numerical output below also gives the peak found by a search that uses only the energy curve, and it agrees with (4).

## How the work is distributed

Dividing (1) by (4) removes both material parameters from the height of the curve:

\[
\frac{T(d)}{T_{\max}}=\frac dl\,e^{\,1-d/l}. \tag{5}
\]

At \(d=0.5\,l\) the traction is \(12.1\ \mathrm{GPa}\), at \(2l\) it is \(10.8\ \mathrm{GPa}\), and at \(4l\) it is still \(2.9\ \mathrm{GPa}\). The rise takes place within one scaling length, while the fall extends over several.

Equation (2) turns this asymmetry into a statement about work. At \(d=l\) it gives

\[
E(l)-E(0)=W\left(1-\frac2e\right)\approx0.264\,W .
\]

In the example, \(0.53\ \mathrm{J/m^2}\) is spent before the peak and \(1.47\ \mathrm{J/m^2}\) after it. An interface that has just reached its greatest traction has used about a quarter of its work of adhesion.

Equation (4) can also be read as \(W=T_{\max}\,(e\,l)\). A constant traction \(T_{\max}\) would have to act over the distance \(e\,l\approx0.136\ \mathrm{nm}\) to do the full work of separation. This distance, rather than \(l\) itself, is the effective range of the bonding when the peak traction is taken as its strength.

## Why the peak is a strength

Let a constant traction \(s>0\) pull on the faces. The load lowers its own potential energy by \(s\,d\) per unit area, so the total energy per unit area is

\[
\Phi(d)=E(d)-s\,d,\qquad
\Phi'(d)=T(d)-s,\qquad
\Phi''(d)=T'(d).
\]

Equilibrium requires \(T(d)=s\). For \(d<0\) the traction is negative, so there is no solution there. Two cases remain on either side of the peak value.

If \(0<s<T_{\max}\), the rising branch from \(0\) to \(T_{\max}\) crosses the value \(s\) once, at some \(d_1<l\). The falling branch from \(T_{\max}\) towards \(0\) crosses it once more, at some \(d_2>l\). Since \(T'(d_1)>0\), the first point is a minimum of \(\Phi\), and the interface can rest there. Since \(T'(d_2)<0\), the second is a maximum, the top of the barrier to separation. The barrier height per unit area is

\[
\Phi(d_2)-\Phi(d_1)=\int_{d_1}^{d_2}\left[T(d)-s\right]dd .
\]

It shrinks to zero as \(s\to T_{\max}\), because \(d_1\) and \(d_2\) then merge at \(l\). For \(s\to0\) it tends to \(W\): \(d_1\to0\), \(d_2\to\infty\), and the load term vanishes because \(s\,d_2=T(d_2)\,d_2=W(d_2/l)^2e^{-d_2/l}\to0\).

If \(s>T_{\max}\), then \(\Phi'<0\) at every opening. There is no resting point and no barrier, and the faces separate.

The resting point just below the limit can be estimated. Put \(d=l(1+v)\) in (5), which gives

\[
\frac{T}{T_{\max}}=(1+v)\,e^{-v}.
\]

Multiplying \(1+v\) by \(1-v+v^2/2-\dots\), the terms linear in \(v\) cancel and the quadratic terms add to \(v^2/2-v^2=-v^2/2\). Hence

\[
\frac{T}{T_{\max}}\approx1-\frac{v^2}{2}.
\]

For \(s=0.99\,T_{\max}\) this gives \(v=-\sqrt{0.02}\approx-0.141\) on the stable side, or \(d_1\approx0.0429\ \mathrm{nm}\). The numerical minimum lies at \(0.0432\ \mathrm{nm}\). The next term of the expansion is \(+v^3/3\), which is negative for negative \(v\). It lowers the traction at a given distance below the peak, so the true resting point must lie slightly closer to \(l\), as found. At \(1.01\,T_{\max}\) the numerical search finds no minimum.

## When the opening is imposed instead

Stress in a chip can come from a misfit in displacement rather than from a constant load. Let the interface be pulled through an elastic layer with stiffness \(k\) per unit area, whose far side is displaced by \(D\). The total energy per unit area is then

\[
\Phi(d)=E(d)+\frac k2\,(D-d)^2 .
\]

Its first derivative is \(T(d)-k(D-d)\), and its second is \(T'(d)+k\). An equilibrium on the falling branch is stable if \(k>-T'(d)\). To find the steepest fall, differentiate (3):

\[
T''(d)=\frac{W}{l^3}\left(\frac dl-2\right)e^{-d/l}.
\]

This changes from negative to positive at \(d=2l\), so \(T'\) has its minimum there, with the value \(-W/(e^2l^2)=-K/e^2\). The interface can be opened smoothly through the whole curve if

\[
k>\frac{K}{e^2}\approx\frac{800}{7.39}\ \mathrm{GPa/nm}\approx108\ \mathrm{GPa/nm}.
\]

A layer of thickness \(h\) and modulus \(M\) for strain along the normal has \(k=M/h\). With \(M\) near \(100\ \mathrm{GPa}\), the condition requires \(h\) of about \(1\ \mathrm{nm}\) or less. A much thicker layer is so compliant that the interface loses stability shortly after its peak: for \(h=10\ \mathrm{nm}\) the condition \(-T'(d)=k\) is met at \(d\approx1.035\,l\). For uniform opening, the peak traction then marks the loss of local stability under an imposed displacement as well.

The bonded state stops being the lowest in energy much earlier. At stress \(s\) the layer stores \(s^2/(2k)\) per unit area. Separation releases nearly all of this at the cost \(W\), so for a thick layer the open state lies lower once \(s\) exceeds about \(\sqrt{2kW}\). This is about \(6\ \mathrm{GPa}\) for \(h=10\ \mathrm{nm}\) and about \(2\ \mathrm{GPa}\) for \(h=100\ \mathrm{nm}\). Between that stress and the peak the bonded interface is only metastable, and a non-uniform path such as a crack may bypass the barrier. The linear layer is itself an idealisation. At \(14.7\ \mathrm{GPa}\) a modulus of \(100\ \mathrm{GPa}\) means a strain of about 15%, and a real layer may yield or break before the interface reaches its peak.

## What depends on the shape of the curve

Write a general binding curve as \(E=W f(u)\) with \(u=d/l\), where \(f(0)=-1\), \(f'(0)=0\), \(f\to0\) at large \(u\), and \(f''(0)=1\). The last condition expresses the same definition of \(l\) through the curvature. By the chain rule \(T=(W/l)\,f'(u)\), so

\[
T_{\max}=c\,\frac Wl,\qquad c=\max_u f'(u).
\]

The scaling with \(W/l\) follows from the definitions for any fixed shape \(f\). The number \(c\) belongs to the shape, and the universal curve has \(c=1/e\approx0.368\). Two other curves show that it changes with the shape; they do not bound its possible values.

**Morse curve.** Take \(E=W\left(e^{-2ad}-2e^{-ad}\right)\), with \(a>0\). Then

\[
T=2aW\left(e^{-ad}-e^{-2ad}\right),\qquad
E''(0)=2aW(-a+2a)=2a^2W,\qquad
l=\frac{1}{a\sqrt2}.
\]

With \(y=e^{-ad}\), the bracket in \(T\) is \(y-y^2\). It is largest at \(y=1/2\), where it equals \(1/4\). Thus \(T_{\max}=aW/2\), and

\[
c=\frac{T_{\max}\,l}{W}=\frac a2\cdot\frac1{a\sqrt2}=\frac1{2\sqrt2}\approx0.354 .
\]

This is about 4% below the value for the universal curve.

**Half-spaces with 12-6 pair forces.** Let each pair of volume elements interact through a repulsion proportional to \(r^{-12}\) and an attraction proportional to \(r^{-6}\). Integrating \(r^{-n}\) over one half-space gives a power \(z^{3-n}\) of the distance \(z\) to its surface. Integrating over the depth of the other half-space raises the power by one more, to \(z^{4-n}\). The energy per unit area is therefore \(Az^{-8}-Bz^{-2}\), where \(z\) is now the gap.

At the equilibrium gap \(z_0\) the derivative vanishes, so \(8Az_0^{-9}=2Bz_0^{-3}\) and \(B=4Az_0^{-6}\). The well depth is then \(W=3Az_0^{-8}\). With \(x=z/z_0=1+d/z_0\),

\[
E=\frac W3\left(x^{-8}-4x^{-2}\right),\qquad
T=\frac{8W}{3z_0}\left(x^{-3}-x^{-9}\right).
\]

The curvature at \(x=1\) is \(\dfrac{8W}{3z_0^2}(-3+9)=\dfrac{16W}{z_0^2}\), so \(l=z_0/4\). The traction peaks where \(-3x^{-4}+9x^{-10}=0\), that is, at \(x^6=3\). There \(x^{-3}=1/\sqrt3\) and \(x^{-9}=1/(3\sqrt3)\), whose difference is \(2/(3\sqrt3)\). Hence

\[
T_{\max}=\frac{16W}{9\sqrt3\,z_0},\qquad
c=\frac{16}{9\sqrt3\,z_0}\cdot\frac{z_0}{4}=\frac{4}{9\sqrt3}\approx0.257 .
\]

This is about 30% below \(1/e\). At large gaps the traction falls only as \(x^{-3}\), and this slow tail takes up a larger share of the fixed total work. Inserting \(x^6=3\) into the energy shows that about 15% of \(W\) is spent before the peak, against 26% for the universal curve.

Equation (4) is therefore as reliable as the assumed curve. If \(W\) and \(l\) are known but the shape is not, \(W/l\) sets the scale of the peak traction, and the factor \(1/e\) is an assumption about the bonding.

## Interfaces that do not open uniformly

The derivation gives every point of the interface the same opening. If \(d\) varies from place to place and (1) holds locally, the mean traction is the average of \(T(d)\) over the area. No local value exceeds \(T_{\max}\), so the mean cannot exceed it either, and it equals \(T_{\max}\) only if \(d=l\) everywhere. Where a crack has already opened the faces far beyond \(l\), the local traction is close to zero and the mean is lowered. The \(14.7\ \mathrm{GPa}\) of the example is thus an upper limit, within this model, on the average stress the interface can carry. The stress at which a cracked interface fails also depends on the crack and on the elasticity of the layers, which \(W\) and \(l\) do not contain.

## Values computed for the example and the checks

```
Work of adhesion W (input): 2.00 J/m^2
Scaling length l (input): 0.050 nm
Initial stiffness from curvature: 800.0 GPa/nm
Scaling length from curvature: 0.05000 nm
Peak opening from search: 0.0500 nm
Peak traction from search: 14.715 GPa
Peak traction from W/(e l): 14.715 GPa
Peak traction: 5.002e-04 hartree/bohr^3
Traction at d = 0.5 l: 12.131 GPa
Traction at d = 1.0 l: 14.715 GPa
Traction at d = 2.0 l: 10.827 GPa
Traction at d = 4.0 l: 2.931 GPa
Work up to the peak: 0.5285 J/m^2
Work after the peak: 1.4715 J/m^2
Share of work up to the peak: 0.2642
Held opening at 0.99 of peak traction: 0.0432 nm
Number of held openings at 1.01 of peak: 0
Factor T_max l/W, universal curve: 0.3679
Factor T_max l/W, Morse curve: 0.3536
Factor T_max l/W, 12-6 half-spaces: 0.2566
```
